\section*{Scattering of scalar waves and phonons by a pair of defects, part 2}

How does the scattering of waves by two identical defects depend on their separation, and what does this mean for heat flow carried by lattice waves? A scalar wave with time factor $e^{-i\omega t}$ and wavenumber $k$ travels along the unit vector $\mathbf n$. One isotropic, elastic scatterer at the origin gives
\begin{equation}
u(\mathbf r)=e^{ik\mathbf n\cdot\mathbf r}+f\,\frac{e^{ikr}}{r}.
\end{equation}
The amplitude $f$ is a length, and the cross section is $\sigma_1=4\pi|f|^2$. Without absorption,
\begin{equation}
\frac1f=\frac1{f_B}-ik,
\qquad |f|^2=\frac{f_B^2}{1+k^2f_B^2},
\label{eq:unitary}
\end{equation}
where $f_B$ is real. The first condition of weakness is $k|f_B|\ll1$; then $f\simeq f_B$.

A pair has separation vector $\mathbf d$, with $d=|\mathbf d|$ and $x=kd$. The outgoing direction is $\mathbf n'$, with $\mathbf n\cdot\mathbf n'=\cos\theta$, and $F$ is the pair's far amplitude. Angle brackets denote averages over directions. Cross sections of a pair are given relative to two independent scatterers, $2\sigma_1=8\pi|f|^2$. If each scatterer is driven by the incident wave alone (single scattering), the total ratio averaged over the pair axis is
\begin{equation}
R=1+\left(\frac{\sin kd}{kd}\right)^2=1+j_0(x)^2 .
\label{eq:R}
\end{equation}
Thus $R\ge1$, and $R\to2$ in the coherent limit $kd\to0$. For heat flow the cross section is weighted by $1-\cos\theta$, which gives the transport ratio
\begin{equation}
R_{\rm tr}=1+j_0(x)^2-j_1(x)^2 .
\label{eq:Rtr}
\end{equation}
Here $j_0=\sin x/x$ and $j_1=-j_0'=\sin x/x^2-\cos x/x$. For a fixed axis at an angle with cosine $\mu$ to $\mathbf n$, the total ratio is $R(\mu)=1+j_0(x)\cos(x\mu)$.

It remains to include the wave that each scatterer receives from the other.

\subsection{Weakness of a pair}

Now let each scatterer also feel the wave from the other. Put them at $\mp\mathbf d/2$ and define $G=e^{ikd}/d$, $a=x\mu/2$ and $b=x\mu'/2$, with $\mu$ and $\mu'$ the cosines of $\mathbf n$ and $\mathbf n'$ with the axis. The driving amplitudes obey
\begin{equation}
\psi_1=e^{-ia}+fG\psi_2,\qquad
\psi_2=e^{ia}+fG\psi_1 .
\end{equation}
Half the sum and half the difference decouple:
\begin{align}
S&=\frac{\psi_2+\psi_1}2=\frac{\cos a}{1-fG},&
D&=\frac{\psi_2-\psi_1}2=\frac{i\sin a}{1+fG}.
\end{align}
With $\psi_1=S-D$ and $\psi_2=S+D$, the far amplitude is
\begin{equation}
F=f\left(\psi_1e^{ib}+\psi_2e^{-ib}\right)
=2f\left(S\cos b-iD\sin b\right).
\end{equation}
In the average of $|F|^2$ over $\mu'$ the cross term contains $\sin b\cos b$, which is odd and vanishes. Because $\langle\cos x\mu'\rangle=j_0$,
\begin{equation}
\langle\cos^2b\rangle=\frac{1+j_0}2,\qquad
\langle\sin^2b\rangle=\frac{1-j_0}2 .
\end{equation}
The same averages hold for $a$ when the incoming direction is averaged. Thus
\begin{align}
\langle|F|^2\rangle
&=4|f|^2\left[\frac{(1+j_0)^2}{4|1-fG|^2}
+\frac{(1-j_0)^2}{4|1+fG|^2}\right],
\end{align}
and division by $2|f|^2$ gives the ratio with multiple scattering,
\begin{equation}
R_c=\frac12\left[\frac{(1+j_0)^2}{|1-fG|^2}
+\frac{(1-j_0)^2}{|1+fG|^2}\right].
\label{eq:Rc}
\end{equation}
Numerical solution of the coupled equations followed by averaging tested this for $(k,d,f_B)=(1,1,0.2)$, $(2,1.3,-0.3)$ and $(0.5,4,0.9)$ in consistent units; the agreement was within $10^{-9}$.

When $fG\to0$, the bracket is $2+2j_0^2$ and $R$ returns. To first order, $1/|1\mp fG|^2\simeq1\pm2{\rm Re}(fG)$, and $(1+j_0)^2-(1-j_0)^2=4j_0$. Therefore
\begin{equation}
R_c\simeq1+j_0^2+4j_0\,{\rm Re}(fG)
\simeq1+j_0^2+\frac{4f_B}{d}\,j_0\cos x .
\label{eq:first}
\end{equation}
The second condition of weakness is $|f_B|/d\ll1$. It is separate from the first and does not improve at long wavelengths if $f_B$ is held fixed. For $d=10f_B$ and $kd=0.001$, equation~\eqref{eq:Rc} gives $2/(1-0.1)^2=2.47$ instead of 2: each scatterer strengthens the drive on the other. The coherent limit $R\to2$ therefore means $kd\to0$ with $d$ still much larger than $|f_B|$.

\subsection{A mass defect as the scatterer}

Consider a scalar displacement $u$ in a medium of density $\rho$ and stiffness $C$,
\begin{equation}
\nabla\cdot(C\nabla u)+\omega^2\rho u=0 .
\end{equation}
Far from the defect both are constant, with $k^2=\omega^2\rho_0/C_0$. A change of density alone gives
\begin{equation}
(\nabla^2+k^2)u=-k^2\frac{\delta\rho}{\rho_0}\,u .
\end{equation}
The outgoing response to a source $-\delta(\mathbf r)$ on the right is $e^{ikr}/(4\pi r)$. Replace $u$ on the right by the incident wave, which is the Born approximation, and let the defect be much smaller than $1/k$. If a host atom has mass $M$ and volume $V_0$, so that $\rho_0V_0=M$, an excess mass $\Delta M$ gives $\int(\delta\rho/\rho_0)\,dV=V_0\epsilon$ with $\epsilon=\Delta M/M$. Hence
\begin{equation}
f_B=\frac{k^2V_0\epsilon}{4\pi},\qquad
\sigma_1\simeq\frac{k^4V_0^2\epsilon^2}{4\pi}.
\label{eq:mass}
\end{equation}

The mass change itself need not be small. To see this, spread it over a sphere of radius $a_0$ and volume $V_0$. Inside, the symmetric wave is $\sin(Kr)/r$ with $K=k\sqrt{1+\epsilon}$; outside it is $\sin(kr+\delta)/r$. Continuity of $u$ and its slope requires
\begin{equation}
\tan(ka_0+\delta)=\frac kK\tan(Ka_0).
\end{equation}
The outside wave corresponds to $f=e^{i\delta}\sin\delta/k$, so $1/f=k\cot\delta-ik$ and $f_B=\tan\delta/k$ by equation~\eqref{eq:unitary}. For small $ka_0$ and $Ka_0$, expanding both tangents to third order gives $\delta\simeq ka_0^3(K^2-k^2)/3$. Then $f_B\simeq k^2a_0^3\epsilon/3$, which is equation~\eqref{eq:mass}. Corrections are smaller by a factor of order $(ka_0)^2$ when $\epsilon$ is of order one.

\subsection{Polarization and stiffness}

Lattice waves are vectors. A mass defect driven along polarization $\mathbf e$ radiates into polarization $\mathbf e'$ with amplitude proportional to $\mathbf e\cdot\mathbf e'$. If all three branches have the same speed, the sum over final polarizations is $\sum(\mathbf e\cdot\mathbf e')^2=1$ in every direction. The summed power is isotropic, all phases involve the same $k$, and $R$ applies unchanged.

Real longitudinal and transverse speeds $c_L$ and $c_T$ differ. For a branch $s$ define
\begin{equation}
T^s=\left\langle P^s e^{ik_s\mathbf n\cdot\mathbf d}\right\rangle,
\qquad P^L=\mathbf n\mathbf n,\quad P^T=1-\mathbf n\mathbf n ,
\end{equation}
with $k_s=\omega/c_s$. Final states at given frequency have density proportional to $c_{s'}^{-3}$. The interference relative to independent scattering, for unpolarized waves of branch $s$, is then
\begin{equation}
R^s-1=\frac{\sum_{s'}c_{s'}^{-3}\,{\rm tr}\,(T^sT^{s'})}
{\sum_{s'}c_{s'}^{-3}\,{\rm tr}\,(T^sT^{s'})_{d=0}} .
\label{eq:vector}
\end{equation}
For equal speeds $T^L+T^T=j_0$ times the unit matrix and ${\rm tr}\,T^s=j_0\,{\rm tr}\,P^s$, which restores $j_0^2$. For unequal speeds the incoming and outgoing factors differ. Their product is no longer a square and can be negative.

A defect also changes the stiffness. Let $\int(\delta C/C_0)\,dV=\kappa V_0$. The extra source is $\nabla\cdot[(\delta C/C_0)\nabla u]$, and to first order in $\kappa$ its amplitude follows by partial integration:
\begin{align}
\frac1{4\pi}\int e^{-ik\mathbf n'\cdot\mathbf r}\,
\nabla\cdot\left[\frac{\delta C}{C_0}\,ik\mathbf n\,
e^{ik\mathbf n\cdot\mathbf r}\right]dV
&\simeq-\frac{k^2V_0\kappa}{4\pi}\,\mathbf n\cdot\mathbf n' .
\end{align}
The single amplitude becomes proportional to $\epsilon-\kappa\cos\theta$ and is no longer isotropic.

\subsection{Germanium pairs in silicon}

Take rough typical values for silicon: lattice constant 0.543~nm, mean sound speed 6~km/s, and atomic masses 28.09 and 72.63~u for host and defect. Then $V_0=0.0200$~nm$^3$, $\epsilon=1.586$ and the nearest-neighbour distance is 0.235~nm. At 1~THz the wavelength is 6~nm and $k=2\pi/6=1.047$~nm$^{-1}$. Equation~\eqref{eq:mass} gives
\begin{align}
f_B&=\frac{1.047^2\times0.0200\times1.586}{4\pi}
=0.00277~{\rm nm},\\
\sigma_1&=4\pi f_B^2=9.64\times10^{-5}~{\rm nm}^2 .
\end{align}
Both conditions hold: $kf_B=0.0029$, and $f_B/d=0.012$ for nearest neighbours. The ratios at this frequency are as follows.
\begin{center}
\begin{tabular}{cccc}
$d$ (nm) & $kd$ & $R$ & $R_{\rm tr}$\\
0.235 & 0.246 & 1.980 & 1.973\\
1.0 & 1.047 & 1.684 & 1.586\\
2.0 & 2.094 & 1.171 & 0.981\\
3.0 & 3.142 & 1.000 & 0.899\\
4.5 & 4.712 & 1.045 & 1.043
\end{tabular}
\end{center}

For an atomic fraction $c=0.01$ of germanium, independent atoms give the path
\begin{equation}
\ell=\frac{V_0}{c\,\sigma_1}
=\frac{0.0200}{0.01\times9.64\times10^{-5}}~{\rm nm}
\simeq21~\mu{\rm m}.
\end{equation}
Pairing all atoms at the same fraction halves the number of scatterers and gives each the cross section $2\sigma_1R_{\rm tr}$. The path becomes $\ell/1.973\simeq11~\mu$m.

``Independent'' here includes random occupation of lattice sites, even though neighbours are then closer than a wavelength. The average occupation forms a uniform medium, which does not scatter. What scatters is the deviation on each site, with variance $c(1-c)$ and no correlation between sites. At fixed stiffness the path is thus the independent one to within about 1\%. At this frequency, nearest-neighbour pairs in excess of those formed by chance add to the scattering.

\subsection{How far the model can be trusted here}

Multiple scattering raises $R$ for nearest neighbours from 1.980 to 2.026, or 2.3\% of $R$; equation~\eqref{eq:first} accounts for it, since $4\times0.990\times0.0118\times\cos0.246=0.045$. This is an estimate of size, because neighbouring atoms are not well-separated points. At 1~nm and beyond the change is below 0.3\%. Spreading the mass uniformly over a sphere of the atomic volume changes $f_B$ by 1.4\%. This too is only an estimate of size: for a point mass in a scalar diamond lattice with equal nearest-neighbour springs the correction is about 3\%.

Unequal speeds matter more at larger separations. With rough values $c_L=9.0$ and $c_T=5.4$~km/s, equation~\eqref{eq:vector} gives 0.93 for longitudinal and 1.04 for transverse incidence at 3~nm, where $R=1$. The bound $R\ge1$, derived for single scattering of scalar waves, thus does not carry over to a single incident branch when the speeds differ. It survives when all branches are filled in proportion to their density of states. Summing numerator and denominator of equation~\eqref{eq:vector} over $s$ with weight $c_s^{-3}$ gives ${\rm tr}(A^2)/{\rm tr}(A^2)_{d=0}$ with the real symmetric matrix $A=\sum_sc_s^{-3}T^s$, and this cannot be negative. The ratio at 3~nm is then 1.03. For nearest neighbours both values lie within 0.3\% of $R$.

For a rough stiffness change $\kappa=-0.25$, the ratio at 2~nm rises from 1.17 to 1.23, now relative to two independent defects of the same anisotropic kind. The main cause is the cross term in $(\epsilon-\kappa\cos\theta)^2$. It contributes $-2\epsilon\kappa j_1^2/(\epsilon^2+\kappa^2/3)=0.06$, with $j_1=0.436$. The transport ratio there moves from 0.98 to 1.01, so whether that pair resists heat slightly less or slightly more than two independent defects is not settled by the mass model.

Dispersion can be sized with a chain of masses $m$, springs $K_s$ and spacing $h$. Its equation of motion gives $m\omega^2=2K_s(1-\cos kh)$, or $\omega=\omega_m\sin(kh/2)$ with $\omega_m^2=4K_s/m$. Relative to the linear law, $k$ is larger by the factor $\arcsin(r)/r$ with $r=\omega/\omega_m$. A top frequency of 4.5~THz makes this 0.8\% at 1~THz, so $kd$ in the pair ratios rises by the same fraction. The single cross section also depends on the group speed in a dispersive lattice; that effect is not sized here.

In real silicon the temperature decides whether these paths matter. For linear dispersion the heat capacity per unit frequency is proportional to $y^4/\sinh^2(y/2)$, with $y=h_P\nu/k_BT$ and $h_P$ Planck's constant: two powers of $y$ come from the density of states and the rest from the temperature derivative of the mean energy. Its maximum lies at 1~THz when $T=12.5$~K. At 300~K, a rough conductivity of 150~W/(m\,K) and heat capacity of 1.7~MJ/(m$^3$\,K) give an average path $3\times150/(1.7\times10^6\times6000)$~m, or 44~nm. This average over all lattice waves is no measurement of the path at 1~THz, but it warns that the germanium path cannot be read as a room-temperature conductivity. The 44~nm average is more than nine times the largest separation in the table, so coherence across a pair remains a reasonable assumption. At low temperature, surfaces also limit the path in samples whose size is comparable to or smaller than the germanium path. Complete pairing is a limiting assumption of the example, not a statement about how germanium arranges itself in silicon. Under that assumption, the halving of the path at 1~THz is changed by only a few per cent by the effects sized here for nearest neighbours. This holds for the ratio, not for the paths of 21 and 11~$\mu$m themselves. In the single-speed model they scale as the fourth power of the speed, so an error of 2\% in the speed moves them by 8\%. With unequal speeds a mass defect scatters all branches at the same rate, so each path is proportional to the speed of its branch: about 31~$\mu$m for longitudinal and 18~$\mu$m for transverse waves with independent atoms and the speeds above. The stiffness change makes the single transport cross section proportional to $\epsilon^2+2\epsilon\kappa/3+\kappa^2/3$, which for $\kappa=-0.25$ is about 10\% below $\epsilon^2$ and lengthens both paths accordingly.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough typical values)
lattice constant 0.543 nm; frequency 1.0 THz
mean sound speed used 6.0 km/s
L and T speeds 9.0, 5.4 km/s
Debye mean of these speeds 5.97 km/s
atomic masses Si, Ge 28.09, 72.63 u
stiffness change kappa -0.25; Ge fraction 1.0 at.%
top frequency of chain estimate 4.5 THz
conductivity at 300 K 150 W/(m K)
heat capacity at 300 K 1.7 MJ/(m^3 K)
SINGLE DEFECT
atomic volume 0.02001 nm^3; nearest distance 0.2351 nm
relative mass change eps 1.586
wavelength 6.00 nm; wavenumber k 1.0472 1/nm
amplitude f_B 0.00277 nm; k f_B 0.00290
f_B / nearest distance 0.0118
single cross section 9.637e-05 nm^2
PAIR RATIOS: d (nm), kd, j0, j1, total, transport
0.235 0.2462 +0.9899 +0.0816 1.9800 1.9733
1.000 1.0472 +0.8270 +0.3123 1.6839 1.5864
2.000 2.0944 +0.4135 +0.4362 1.1710 0.9807
3.000 3.1416 +0.0000 +0.3183 1.0000 0.8987
4.500 4.7124 -0.2122 -0.0450 1.0450 1.0430
FIXED AXIS, total ratio: d (nm), along wave, across wave
0.235 1.9601 1.9899
1.000 1.4135 1.8270
2.000 0.7933 1.4135
3.000 1.0000 1.0000
4.500 1.0000 0.7878
MEAN FREE PATH from Ge at this frequency
independent atoms 20.77 um
all in nearest pairs 10.52 um
NEGLECTED EFFECTS on total ratio:
d (nm), simple, multiple scatt., L in, T in, stiffness
0.235 1.9800 2.0259 1.9839 1.9761 1.9820
1.000 1.6839 1.6885 1.7363 1.6356 1.7145
2.000 1.1710 1.1698 1.2254 1.1332 1.2312
3.000 1.0000 1.0000 0.9306 1.0405 1.0332
4.500 1.0450 1.0450 0.9926 1.0258 1.0462
transport ratio with stiffness change: d (nm), ratio
0.235 1.9748
1.000 1.6074
2.000 1.0140
3.000 0.9014
4.500 1.0356
finite defect size changes f_B by 1.35 %
chain dispersion raises k by 0.84 %
grey mean free path at 300 K 44 nm
heat capacity peaks at this frequency at 12.5 K
coupled ratio at d = 10 f_B, kd = 0.001: 2.469
\end{verbatim}
